Onsager Reciprocity of Spin-Transfer Torque and Spin Pumping

**1. A magnetization turning in a plane**

A ferromagnet F touches a normal metal N. Its magnetization has the direction m, a unit vector. Suppose that N holds a spin accumulation μ_s perpendicular to m: electrons with spin along μ_s are filled to an energy |μ_s| higher than those with opposite spin. With m at rest, let the interface remove this spin from N at the rate

I_s = −(g_r/4π) μ_s. (1)

Here I_s is the spin angular momentum entering N per unit time, and g_r is a dimensionless conductance. The spin lost by N is absorbed by F and turns m. This is the spin-transfer torque.

Now let N be in equilibrium, without accumulation, while m turns about the z axis at angular frequency ω, staying perpendicular to z. In a frame that turns with m, the Hamiltonian of an electron gains the term −ħωσ_z/2. A state with lab energy ε and spin s = ±1 along z has the energy

E' = ε − sħω/2. (2)

The lab filling stops at one energy μ for both spins. In the turning frame, spin up is therefore filled to μ − ħω/2 and spin down to μ + ħω/2. This is an accumulation −ħω along z, facing a magnet at rest. Inside F the added term tilts the spin axis by an angle of order ħω divided by the exchange splitting, which is neglected. Equation (1) then gives

I_s = (g_r/4π) ħω along z. (3)

Moving magnetization emits spin with the same coefficient that governs the torque. Onsager symmetry gives this relation for any motion of m, including a second, reactive coefficient.

**2. Conjugate forces**

Let F have total moment M and gyromagnetic ratio γ > 0. Electron spin is opposite to electron moment, so the angular momentum of F is −(M/γ)m. The free energy is a magnetic part F_m(m), including the Zeeman energy in a fixed applied field, plus a part F_N(S) for the spin S in N.

The force on the magnetic variable Mm is the effective field,

B = −∂F_m/∂(Mm). (4)

For the spin force, move one electron in N from spin down to spin up at fixed charge. S changes by ħ and the free energy by μ_s. Hence

∂F_N/∂S = μ_s/ħ. (5)

The force conjugate to S is −μ_s/ħ. At constant temperature T, entropy Σ is produced at the rate TdΣ/dt = −dF/dt, where F now means the total free energy:

T dΣ/dt = Mṁ·B + I_s·(−μ_s/ħ). (6)

The flux–force pairs are (Mṁ, B) and (I_s, −μ_s/ħ). Spin relaxation inside N is a separate process with its own entropy production. Only components perpendicular to m are kept, because |m| is fixed and accumulation along m couples to charge flow, not to ṁ. Near equilibrium,

Mṁ = L₁₁B + L₁₂(−μ_s/ħ),
I_s = L₂₁B + L₂₂(−μ_s/ħ). (7)

**3. The symmetry of the response**

Let x_i be small deviations from equilibrium, X_i = −∂F/∂x_i their forces, and dx_i/dt = Σ_k L_ik X_k. The equilibrium weight is exp(−F/k_BT). Integration by parts gives

⟨X_k x_j⟩ = k_BT ∫ x_j ∂_k e^(−F/k_BT) dx / ∫ e^(−F/k_BT) dx = −k_BT δ_kj. (8)

Microscopic reversibility relates fluctuations about m to those about −m, with applied fields reversed as well:

⟨x_i(t)x_j(0)⟩_m = ε_iε_j⟨x_i(0)x_j(t)⟩_−m. (9)

Here ε = −1 for a variable that changes sign under time reversal. Assume that fluctuations decay on average by the same linear law as imposed deviations. Differentiate (9) at a time short compared with the decay but long compared with electronic scattering, and use (8). The left side becomes −k_BT L_ij(m) and the right side −k_BT ε_iε_j L_ji(−m). Magnetization and spin are both odd, so ε_iε_j = 1 and

L₂₁(m) = [L₁₂(−m)]ᵀ. (10)

**4. The torque from reflection**

Write Kv = m × v. For v perpendicular to m, K²v = −v, so P = −K² projects onto the perpendicular plane.

Assume that the interface does not flip spins along m. An electron arriving from N is reflected with amplitude r₊ if its spin angular momentum is along +m, and r₋ if it is along −m. The "+" electrons are the minority, since their moments oppose m. Assume also that F is thick enough for transmitted transverse spin to dephase, so that none returns.

The accumulation changes the incoming occupation matrix by an amount whose energy integral is σ·μ_s/2. One channel carries spin at the rate (ħ/2)(1/h)Tr σ(…) = (1/4π)Tr σ(…) per unit energy. The current into N is the reflected part minus the incoming part:

I_s = (1/4π) Σ Tr σ[r(σ·μ_s/2)r† − σ·μ_s/2]. (11)

Take m along z and μ_s along x. Then rσ_xr† has the off-diagonal elements r₊r₋* (upper right) and r₋r₊* (lower left). Its trace with σ_x is 2Re(r₊r₋*), and with σ_y it is −2Im(r₊r₋*). Define

g = g_r + ig_i = Σ(1 − r₊r₋*), (12)

so that Re Σ(r₊r₋* − 1) = −g_r and −Im Σ r₊r₋* = g_i. The x component of (11) is −g_rμ_s/4π and the y component is +g_iμ_s/4π. Since y is the direction of m × μ_s,

I_s = −Gμ_s, G = (g_rP − g_iK)/4π. (13)

Labelling the majority first would replace g by its complex conjugate and reverse the sign of g_i.

Two cases show what g counts. If F is an insulator, |r₊| = |r₋| = 1 and r₊r₋* = e^(iφ), so a channel contributes 1 − cos φ to g_r. Transverse spin is then transferred without any electron entering F for good. If instead the products r₊r₋* average to zero over the channels, g_r equals the number of channels.

**5. Pumping from the torque**

Angular momentum balance for F reads −(M/γ)ṁ = Mm × B − I_s + damping. Multiplication by −γ/M turns the current term into +(γ/M)I_s. At this point the current caused by motion is unknown. It is linear in ṁ, so its reaction is collected with all other damping in one operator a:

Aṁ = −γKB − (γ/M)Gμ_s, A = 1 − aK. (14)

If the dissipative properties do not depend on the direction of m, symmetry about m makes a a combination of 1 and K on the transverse plane. Then A, G and K commute. Solving (14) for Mṁ at B = 0 and comparing with (7) gives

L₁₂ = γħA⁻¹G. (15)

Transposition changes K into −K, because a cross product is an antisymmetric matrix. Reversing m also changes K into −K. The scalar coefficients keep their values, since a rotation by 180° connects m to −m. The two changes cancel in (10), and

L₂₁ = γħGA⁻¹. (16)

Now set μ_s = 0, so that I_s = L₂₁B. Applying K to (14) gives KAṁ = −γK²B = γB_⊥, hence B_⊥ = KAṁ/γ. Inserting this,

I_s = γħGA⁻¹KAṁ/γ = ħGKṁ. (17)

The unknown A has cancelled: the pumped current at given ṁ does not depend on how strongly F is damped. With K²ṁ = −ṁ,

I_s = (ħ/4π)(g_r m × ṁ + g_i ṁ). (18)

For the motion of Section 1, m × ṁ = ω along z, and the g_r term is (3). At fixed ṁ an accumulation adds −Gμ_s, so the joint law is

I_s = G(ħ m × ṁ − μ_s). (19)

The derivation is for small departures from equilibrium, but the equilibrium direction is arbitrary and G depends on m alone. Equation (19) therefore holds along a large-angle path as long as ħω is far below the exchange splitting and r₊ and r₋ hardly change over an energy ħω. A sharp resonance at the interface can violate the second condition even when the first is met. Equation (19) also fails if spin–orbit scattering at the interface passes angular momentum to the lattice, because (14) equates the spin lost by N with that gained by F.

**6. A microscopic test**

Equation (18) was tested on free electrons meeting a half-space with potential step 0.3 E_F and exchange splitting 0.8 E_F. The magnetization turned about z on a 40° cone with ħω = 10⁻⁶ E_F. The Schrödinger equation was solved in the turning frame, the states were filled at zero temperature, and the spin current was summed over channels. States arriving from either side were filled up to one lab energy, which for a mode of F is E' + ħω⟨σ_z⟩/2. This choice matters for the component along m: filling the modes of F to one level in the turning frame instead leaves the transverse current unchanged but adds about 0.003 k_F² along m. Equation (12) gives g_r = 0.0774 k_F² and g_i = −0.0038 k_F² per area. At the instant when m lies in the xz plane with positive x component, the summed current, divided by ħω, has components (−0.003031, −0.000195, 0.002544) k_F². Equation (18) gives the same digits, with a difference of 1.2×10⁻⁶ relative to the length of the vector on the 40-point channel sum used, and 1.5×10⁻⁶ when that sum is converged. The difference grows in proportion to ħω and reaches about 1% at ħω = 10⁻² E_F.

The small y component comes from g_i. Here r = (k − q)/(k + q), with k and q the normal wave numbers in N and F. It is real when q is real. Only channels in which the minority spin cannot propagate in F give r₊ a phase, and so contribute to g_i.

The full matrix of (7) was then built from the computed pumping and the computed torque, for m = (0.36, 0.48, 0.8) and for −m. In units ħ = E_F = k_F = γ = 1, the moment per area was 0.01 and the intrinsic damping 0.05. The violation of Onsager symmetry, relative to the size of L₂₁, was 2×10⁻¹¹. Reversing the sign of the g_i term in the pumping alone raised it to 0.139. This is the expected size: G is then wrong by 2|g_i|/|g| = 0.098, and the error enters both off-diagonal blocks, which adds a factor √2.

**7. Dissipation and damping**

Let F have intrinsic damping α₀. With (19),

ṁ = −γKB + α₀Kṁ + (γ/M)I_s. (20)

Solve for KB and apply −K, using −K²B = B_⊥ and −K²ṁ = ṁ:

B_⊥ = (Kṁ + α₀ṁ)/γ − KI_s/M. (21)

In Mṁ·B the first term drops out, since ṁ·Kṁ = 0. The last gives −ṁ·(m × I_s) = I_s·(m × ṁ). Equation (6) becomes

T dΣ/dt = (Mα₀/γ)|ṁ|² + I_s·(m × ṁ − μ_s/ħ). (22)

With w = ħ m × ṁ − μ_⊥, I_s = Gw and w·Kw = 0,

T dΣ/dt = (Mα₀/γ)|ṁ|² + (g_r/4πħ)|w|². (23)

Because |r±| ≤ 1, g_r cannot be negative, and neither can the interface loss. The g_i terms of torque and pumping produce no entropy.

If N is a perfect sink, μ_s = 0. Putting (18) into (20) and defining β = γħ/(4πM) gives

(1 − βg_i)ṁ = −γKB + (α₀ + βg_r)Kṁ. (24)

Division by 1 − βg_i yields the usual damped equation with

α' = (α₀ + βg_r)/(1 − βg_i), γ' = γ/(1 − βg_i). (25)

In the opposite case an accumulation μ_s is held along the precession axis z. For circular precession m × ṁ = ω(z − m cos θ), which is ω times the transverse part of z. Then w is proportional to ħω − μ_s, and for g_i = 0 the damping is

α = α₀ + βg_r(1 − μ_s/ħω). (26)

At μ_s = ħω the interface neither damps nor drives. The total damping vanishes at μ_s = ħω(1 + α₀/βg_r), and a larger accumulation makes the precession grow.

**8. A metal that returns spin**

A film of thickness d, conductivity σ and spin diffusion length λ is not a perfect sink. At distance x from the interface, each spin species carries the particle current −(σ/2e²)∂μ_±/∂x. Each electron carries ħ/2, so the spin current density is

j_s = −(ħσ/4e²) ∂μ_s/∂x. (27)

For slow precession μ_s'' = μ_s/λ², and no spin leaves at x = d. Thus μ_s ∝ cosh[(d − x)/λ], and at the interface

j_s = (ħσ/4e²λ) tanh(d/λ) μ_s(0) = (g_N/4π) μ_s(0),
g_N = (h/2e²)(σ/λ) tanh(d/λ). (28)

From here g, g_N and M are per area. Put μ_s = 4πj_s/g_N into (19). On the transverse plane 4πG = g_r − g_iK, so

[(g_r − g_iK)⁻¹ + 1/g_N] 4πj_s = ħKṁ. (29)

Since K² = −1 there, K obeys the algebra of i, and g_r − g_iK corresponds to g*. The bracket is therefore the inverse of an effective conductance with

1/g_eff = 1/g + 1/g_N. (30)

If g_N is much larger than |g|, the interface sets the damping. If it is much smaller, g_eff approaches g_N and the damping says little about the interface.

Equation (30) takes g from (12), which assumes that electrons arrive equally from all directions. A spin current in a diffusive metal makes the arrival slightly uneven. This lowers the interface term 1/g by about 1/(2N), where N is the number of channels per area in the metal. For the tantalum film below, with a rough N of 18 nm⁻², it would raise g_eff by 6 to 7%. The correction is left out here.

**9. A thin ferromagnet on tantalum**

Take a perpendicularly magnetized 3d film 1.2 nm thick, with M_s = 1200 kA/m, α₀ = 0.005, g_r = 10 nm⁻² and g_i = 0.5 nm⁻². It lies on 6 nm of tantalum with resistivity 200 µΩ cm and λ = 2 nm. It precesses at 10 GHz on a 5° circular cone, for which the effective field is ω/γ = 357 mT.

From (28), σ/λ = 2.5×10¹⁴ S/m² and tanh 3 = 0.995, so g_N = 3.21 nm⁻². Equation (30) gives, nearly,

g_eff,r = 10 × 3.21/(10 + 3.21) = 2.43 nm⁻². (31)

For the perfect sink βg_r = 0.0103 and α' = 0.0153. With backflow the interface adds 0.0025 and the total is 0.0075. About three quarters of the pumping damping is lost because the tantalum returns spin. As tanh 3 is already close to 1, a thicker film with the same resistivity and λ would hardly change this.

The rate can be tested at large angle, in a constant field B along z. Resolving the damped equation along the polar and azimuthal directions gives θ̇ = −α' sin θ φ̇ and φ̇ = γ'B/(1 + α'²). Hence ln tan(θ/2) falls at the rate α'γ'B/(1 + α'²). A numerical integration of (19) and (20), with backflow, from 60° over a time 100/(γB) gave 0.007495 γB, as does this formula.

The steady spin current is the z component of (18). Since (m × ṁ)_z = ω sin²θ and ṁ has no z component, multiplying by 2e/ħ expresses it as a charge current density:

(2e/ħ)j_s = e g_r (ω/2π) sin²θ. (32)

This is 1.2×10⁴ A/cm² for the perfect sink and 3.0×10³ A/cm² with backflow. The accumulation at the interface is ħω sin θ |g_eff|/g_N = 41.4 × 0.087 × 0.757 = 2.7 µeV.

For the reverse effect, hold 100 µeV at the interface, perpendicular to m. Writing the torque −(γ/M)Gμ_s as −γ m × B_t gives

B_t = −KGμ_s/M = −(g_r m × μ_s + g_i μ_⊥)/(4πM). (33)

Its two parts are 8.9 mT and 0.44 mT. The first also follows from the damping alone, because g_r/4πM = βg_r/γħ:

B_t = βg_r (μ_s/ħω)(ω/γ) = 0.01026 × (100/41.36) × 356.8 mT = 8.85 mT. (34)

A measured damping thus predicts a torque, provided that α₀ and the effect of backflow are removed from the first and the accumulation at the interface is known for the second. If the accumulation lay along the precession axis instead, (26) would put the threshold at 41.4 × (1 + 0.005/0.01026) = 62 µeV.

**10. The model beside real films**

The material inputs are rough values meant for a 3d alloy on the resistive phase of tantalum. Real films vary with growth and interface quality. Three approximations cost little here: ω times the spin relaxation time is 0.006, ħω over a 1 eV exchange splitting is 4×10⁻⁵, and k_BT over that splitting is 0.026 at 300 K.

Two assumptions are weaker. With a Fermi velocity of 5×10⁵ m/s, a transverse spin turns by 7.3 rad on a round trip through the magnet at normal incidence. If transmission were perfect at every angle, averaging over directions would leave about 25% of it undephased. Transmission that depends on angle can leave more. If this changed g_r by a quarter either way, (30) would move the backflow-limited damping contribution by −7% to +5%. Backflow makes it much less sensitive to g_r.

Spin-flip at the interface matters more. With a rough interface parameter of 0.3, a common rule of thumb puts the loss per crossing at 1 − e^(−0.3) = 26%. The actual loss depends on the resistance of the interface as well. For a thin diffusive spin-flip layer on this tantalum film, 26% of the spin current is lost at a resistance–area product of 1.2 fΩ m², where the spin conductance of the layer matches g_N, but 44% is lost at 0.5 fΩ m² and 79% at 0.1 fΩ m². If the flips act purely as an added sink in parallel with the tantalum, they raise g_N, and the contribution lies between 0.0025 and 0.0103. The present model cannot place it within that range. A real interface layer also adds resistance in series, which can take the contribution below 0.0025. If the spin flips occur within the interface itself, part of the angular momentum exchanged between F and N goes to the lattice, and (34) no longer links damping and torque without a separate account of that loss. Onsager symmetry (10) still holds, but the lattice must be included in the balance (14). The computed values are collected in the numerical output below.

Computed results

```
MICROSCOPIC MODEL (hbar = E_F = k_F = 1)
potential step: 0.3 E_F
exchange splitting: 0.8 E_F
g_r per area: 0.07736 k_F^2
g_i per area: -0.003804 k_F^2
cone angle: 40 deg
pumped I_x/(hbar omega), direct and formula: -0.003031 -0.003031 k_F^2
pumped I_y/(hbar omega), direct and formula: -0.000195 -0.000195 k_F^2
pumped I_z/(hbar omega), direct and formula: 0.002544 0.002544 k_F^2
relative pumping error: 1.226e-06
relative torque error: 1.952e-16
Onsager mismatch: 2.262e-11
Onsager mismatch, g_i pumping reversed: 0.1389
dissipation, direct / formula: 1
spin force, numeric / level difference: 1
FERROMAGNET ON TANTALUM (rough inputs)
saturation magnetization: 1200 kA/m
magnet thickness: 1.2 nm
intrinsic damping: 0.005
interface g_r: 10 nm^-2
interface g_i: 0.5 nm^-2
Ta resistivity: 200 uOhm cm
Ta spin diffusion length: 2 nm
Ta thickness: 6 nm
frequency: 10 GHz
cone angle: 5 deg
effective field: 356.8 mT
hbar omega: 41.36 ueV
Ta spin conductance g_N: 3.211 nm^-2
effective g_r with backflow: 2.431 nm^-2
effective g_i with backflow: 0.02949 nm^-2
beta g_r, no backflow: 0.01026
beta g_r, with backflow: 0.002495
total damping, no backflow: 0.01527
total damping, with backflow: 0.007495
ring-down decay rate / (gamma B), simulated: 0.007495
ring-down decay rate / (gamma B), formula: 0.007495
dc spin current x 2e/hbar, no backflow: 1.217e+04 A/cm2
dc spin current x 2e/hbar, with backflow: 2959 A/cm2
pumped accumulation at interface: 2.73 ueV
chosen accumulation for torque: 100 ueV
torque field from g_r: 8.854 mT
torque field from g_i: 0.4427 mT
NEGLECTED EFFECTS (further rough inputs)
exchange 1.0 eV, Fermi velocity 5.0e+05 m/s, Ta states 70 /(eV nm3)
Ta diffusivity: 0.4458 cm2/s
omega x spin relaxation time: 0.005637
hbar omega / exchange: 4.136e-05
kT / exchange at 300 K: 0.0259
spin-flip fraction for interface parameter 0.3: 0.259
round-trip spin phase in magnet: 7.292 rad
undephased fraction, upper estimate: 0.2472
```
